# Spin-Orbit Levels of an Atomic p Shell and Their 3/2 Splitting: a numerical check

```python
"""Spin-orbit coupling of one electron in an atomic p shell.

Result under test: H = xi * l.s (l and s in units of hbar, s = sigma/2)
has a fourfold level at +xi/2 and a twofold level at -xi, a gap of 1.5 xi.
An axial field that raises the p orbital along its axis by delta turns the
levels into three doublets: xi/2 and
  (delta - xi/2)/2 +- sqrt(((delta + xi/2)/2)**2 + xi**2/2).
The matrices of l come from differentiating p functions; energies in hartree.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Orbital matrices from l = -i r x grad acting on x g(r), y g(r), z g(r).
coords = sp.symbols("x y z", positive=True)
radial = sp.exp(-sp.sqrt(sum(c**2 for c in coords)))
orbital = np.zeros((3, 3, 3), dtype=complex)
for k in range(3):
    u, v = coords[(k + 1) % 3], coords[(k + 2) % 3]
    for b in range(3):
        func = coords[b] * radial
        image = -sp.I * (u * sp.diff(func, v) - v * sp.diff(func, u))
        image = sp.expand(sp.simplify(image / radial))
        parts = [image.coeff(c) for c in coords]
        rest = image - sum(p * c for p, c in zip(parts, coords))
        assert sp.simplify(rest) == 0  # the p shell is closed under l
        for a in range(3):
            orbital[k, a, b] = complex(parts[a])

spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], dtype=complex)
l_dot_s = sum(np.kron(orbital[k], spin[k]) for k in range(3))


def hamiltonian(xi, delta=0.0, axis=(0.0, 0.0, 1.0)):
    n = np.array(axis) / np.linalg.norm(axis)
    return xi * l_dot_s + delta * np.kron(np.outer(n, n), np.eye(2))


def doublet_formula(xi, delta):
    centre = (delta - xi / 2) / 2
    root = np.sqrt(((delta + xi / 2) / 2)**2 + xi**2 / 2)
    return np.sort(np.repeat([xi / 2, centre - root, centre + root], 2))


xi = 0.020
delta = 0.030

# Levels and degeneracies of the free shell.
levels, states = np.linalg.eigh(hamiltonian(xi))
assert np.allclose(levels, [-xi] * 2 + [xi / 2] * 4, atol=1e-13)
gap = levels[2] - levels[1]
assert abs(gap - 1.5 * xi) < 1e-13
number_low = int(np.sum(abs(levels - levels[0]) < 1e-10))
number_high = int(np.sum(abs(levels - levels[-1]) < 1e-10))

# The same operator written with Pauli matrices: the gap is 3 lambda.
lam = 0.007
pauli_form = lam * sum(np.kron(orbital[k], 2 * spin[k]) for k in range(3))
pauli_levels = np.linalg.eigvalsh(pauli_form)
assert abs(pauli_levels[-1] - pauli_levels[0] - 3 * lam) < 1e-13

# Total angular momentum in each level.
total = [np.kron(orbital[k], np.eye(2)) + np.kron(np.eye(3), spin[k])
         for k in range(3)]
j_squared = sum(j @ j for j in total)
assert np.allclose(j_squared @ states[:, :2], 0.75 * states[:, :2])
assert np.allclose(j_squared @ states[:, 2:], 3.75 * states[:, 2:])
j2_low = np.vdot(states[:, 0], j_squared @ states[:, 0]).real
j2_high = np.vdot(states[:, 5], j_squared @ states[:, 5]).real

# Blocks of fixed m_j in the basis of complex orbitals.
plus = np.array([-1, -1j, 0]) / np.sqrt(2)
zero = np.array([0, 0, 1], dtype=complex)
minus = np.array([1, -1j, 0]) / np.sqrt(2)
up, down = np.eye(2)
basis = np.array([np.kron(plus, up), np.kron(zero, up),
                  np.kron(plus, down), np.kron(zero, down),
                  np.kron(minus, up), np.kron(minus, down)]).T
blocked = basis.conj().T @ l_dot_s @ basis
h = 1 / np.sqrt(2)
expected = np.zeros((6, 6))
expected[0, 0] = expected[5, 5] = 0.5
expected[1:3, 1:3] = [[0, h], [h, -0.5]]
expected[3:5, 3:5] = [[0, h], [h, -0.5]]
assert np.allclose(blocked, expected, atol=1e-13)
block_values, block_vectors = np.linalg.eigh(blocked[1:3, 1:3])
pz_weight = abs(block_vectors[0])**2
assert np.allclose(pz_weight, [1 / 3, 2 / 3])

# Axial field: closed form, for both signs and for a tilted axis.
for field in (-0.05, -0.01, 0.004, delta, 0.2):
    for axis in ((0, 0, 1), (1, 1, 1)):
        found = np.linalg.eigvalsh(hamiltonian(xi, field, axis))
        assert np.allclose(found, doublet_formula(xi, field), atol=1e-12)

# Weak field: errors are of second order in field/xi.
for weak in (1e-4 * xi, -1e-4 * xi):
    found = np.linalg.eigvalsh(hamiltonian(xi, weak))
    assert abs(found[5] - found[2] - 2 * abs(weak) / 3) < 1e-8 * xi
    assert abs(found[0] + xi - weak / 3) < 1e-8 * xi

# Strong field: the neglected term is of order xi**3/field**2.
strong = 1000 * xi
found = np.linalg.eigvalsh(hamiltonian(xi, strong))
assert abs(found[2] - found[0] - xi - xi**2 / (2 * strong)) < 1e-6 * xi

print(f"coupling constant xi = {xi:.3f} hartree")
print(f"twofold level = {levels[0]:.6f} hartree, states: {number_low}")
print(f"fourfold level = {levels[-1]:.6f} hartree, states: {number_high}")
print(f"splitting = {gap:.6f} hartree = {gap * HARTREE_EV:.4f} eV")
print(f"splitting / xi = {gap / xi:.6f} (no unit)")
print(f"j squared, twofold level = {j2_low:.4f} hbar^2")
print(f"j squared, fourfold level = {j2_high:.4f} hbar^2")
print(f"p_z weight, m_j=1/2, lower state = {pz_weight[0]:.4f} (no unit)")
print(f"p_z weight, m_j=1/2, upper state = {pz_weight[1]:.4f} (no unit)")

field_levels = np.linalg.eigvalsh(hamiltonian(xi, delta))
print(f"axial field delta = {delta:.3f} hartree")
for name, index in (("lowest", 0), ("middle", 2), ("highest", 4)):
    print(f"{name} doublet with field = {field_levels[index]:.6f} hartree")
lower_gap = field_levels[2] - field_levels[0]
print(f"separation of two lower doublets = {lower_gap:.6f} hartree")

print("delta/xi and separation of two lower doublets/xi (no unit):")
separations = []
for ratio in (0.0, 0.5, 1.5, 5.0, 50.0):
    found = np.linalg.eigvalsh(hamiltonian(xi, ratio * xi))
    separations.append((found[2] - found[0]) / xi)
    print(f"  {ratio:5.1f}  {separations[-1]:.4f}")
assert np.all(np.diff(separations) < 0) and separations[-1] > 1

print("verified")
```

It prints:

```
coupling constant xi = 0.020 hartree
twofold level = -0.020000 hartree, states: 2
fourfold level = 0.010000 hartree, states: 4
splitting = 0.030000 hartree = 0.8163 eV
splitting / xi = 1.500000 (no unit)
j squared, twofold level = 0.7500 hbar^2
j squared, fourfold level = 3.7500 hbar^2
p_z weight, m_j=1/2, lower state = 0.3333 (no unit)
p_z weight, m_j=1/2, upper state = 0.6667 (no unit)
axial field delta = 0.030 hartree
lowest doublet with field = -0.014495 hartree
middle doublet with field = 0.010000 hartree
highest doublet with field = 0.034495 hartree
separation of two lower doublets = 0.024495 hartree
delta/xi and separation of two lower doublets/xi (no unit):
    0.0  1.5000
    0.5  1.3660
    1.5  1.2247
    5.0  1.0895
   50.0  1.0099
verified
```
